# Hydrogen contact density and hyperfine splitting from a PAW pseudo orbital

## Question

I am trying to understand how PAW gives properties at a nucleus, using the hydrogen 1s orbital as an exercise. In Hartree atomic units it is

\[
\phi(r)=\frac{e^{-r}}{\sqrt{\pi}},\qquad E=-\tfrac12 .
\]

Inside a radius \(r_c\) I replaced it by the smooth function

\[
\tilde\phi(r)=a+br^2+cr^4 ,
\]

with value, slope and second derivative matched at \(r_c\). Outside, \(\tilde\phi=\phi\).

The hyperfine splitting needs the density at the proton, but that is where I changed the orbital. I am stuck on three points:

1. How does PAW restore the contact density \(1/\pi\)? If I just put \(\phi\) back by hand, isn't the argument circular?
2. Does \(1/\pi\) then give the known splitting of roughly 1.4 GHz, and where does the prefactor come from?
3. What splitting would the pseudo density alone give? My pseudo orbital has norm below one. Should I rescale it first?

## Answer

I take a point proton and a non-relativistic electron, and at first hold the proton fixed. Lengths are in bohr, so \(r_c\) below is a pure number.

### What the smoothing does to the contact density

Write \(f=\phi(r_c)\). Since \(\phi'=-\phi\) and \(\phi''=\phi\), the matching conditions are

\[
\begin{aligned}
a+br_c^2+cr_c^4&=f,\\
2br_c+4cr_c^3&=-f,\\
2b+12cr_c^2&=f .
\end{aligned}
\]

Divide the second by \(r_c\) and subtract it from the third. This removes \(b\):

\[
8cr_c^2=f\left(1+\frac1{r_c}\right)
\quad\Rightarrow\quad
c=f\,\frac{r_c+1}{8r_c^3}.
\]

The third condition then gives

\[
b=\frac f2-6cr_c^2
=\frac f2-\frac{3f}{4}\left(1+\frac1{r_c}\right)
=-f\,\frac{r_c+3}{4r_c},
\]

and the first gives

\[
a=f-br_c^2-cr_c^4
=f\left[1+\frac{r_c(r_c+3)}4-\frac{r_c(r_c+1)}8\right]
=f\left[1+\frac{5r_c}{8}+\frac{r_c^2}{8}\right].
\]

Because \(\tilde\phi(0)=a\) and \(f^2=e^{-2r_c}/\pi\), the pseudo density at the nucleus is the fraction

\[
F(r_c)=\frac{\tilde\phi(0)^2}{1/\pi}
=e^{-2r_c}\left(1+\frac{5r_c}{8}+\frac{r_c^2}{8}\right)^2
\]

of the true one. Its logarithmic derivative is

\[
\frac{F'}{F}=-2+\frac{2\left(\frac58+\frac{r_c}{4}\right)}{1+\frac{5r_c}{8}+\frac{r_c^2}{8}}
=-\frac{3+3r_c+r_c^2}{4\left(1+\frac{5r_c}{8}+\frac{r_c^2}{8}\right)}<0 .
\]

So \(F\) falls steadily from \(F(0)=1\), and this pseudo density is too small at the nucleus for every \(r_c>0\). For small radii \(F\simeq1-\tfrac34r_c\). An error of 1% would need \(r_c\) near 0.013, which leaves almost nothing smoothed.

### The reconstruction

PAW adds back the difference between the true and the smooth partial wave, weighted by a projection:

\[
\psi=\tilde\psi+(\phi-\tilde\phi)\,P,\qquad P=\langle p|\tilde\psi\rangle .
\]

The projector \(p\) vanishes outside the sphere and satisfies \(\langle p|\tilde\phi\rangle=1\). If the calculation returns \(\tilde\psi=\tilde\phi\), then \(P=1\) and

\[
\psi(0)=\tilde\phi(0)+\phi(0)-\tilde\phi(0)=\phi(0)=\frac1{\sqrt\pi},
\qquad |\psi(0)|^2=\frac1\pi .
\]

The added term also restores the cusp: \(\tilde\phi\) has zero slope at the origin, while \(\phi-\tilde\phi\) has slope \(-\phi(0)\).

PAW can also evaluate the density as an expectation value instead of squaring the reconstructed orbital:

\[
n(0)=|\tilde\psi(0)|^2+|P|^2\left[\phi(0)^2-\tilde\phi(0)^2\right].
\]

The two forms agree when \(\tilde\psi=P\tilde\phi\) in the sphere. The first term then cancels the last, leaving \(|P|^2\phi(0)^2\), which is also the square of \(\psi(0)=P\phi(0)\).

### Is it circular?

The true partial wave \(\phi\) is indeed an input, computed once for the atom. What needs showing is that a PAW calculation, which solves for a smooth function, returns \(\tilde\phi\) with \(P=1\).

Choose a smooth local potential

\[
\tilde v(r)=
\begin{cases}
-\dfrac{3}{2r_c}+\dfrac{r^2}{2r_c^3}, & r<r_c,\\[2mm]
-\dfrac1r, & r\ge r_c .
\end{cases}
\]

Both branches have value \(-1/r_c\) and slope \(1/r_c^2\) at \(r_c\). With \(T=-\tfrac12\nabla^2\), define

\[
\chi=(E-T-\tilde v)\tilde\phi,\qquad
p=\frac{\chi}{\langle\chi|\tilde\phi\rangle}.
\]

Outside the sphere \(\tilde\phi=\phi\) and \(\tilde v=-1/r\), so \(\chi=0\) by the Schrödinger equation. The matched second derivative makes \(\chi\) go to zero continuously at \(r_c\). The definition gives \(\langle p|\tilde\phi\rangle=1\), provided the denominator is not zero.

Now take a state with \(\tilde\psi=P\tilde\phi\) in the sphere, where the true orbital is \(P\phi\). Its norm and energy are those of the smooth function plus a sphere correction:

\[
\langle\psi|\psi\rangle=\langle\tilde\psi|\tilde\psi\rangle+q|P|^2,
\qquad
\langle\psi|H|\psi\rangle=\langle\tilde\psi|T+\tilde v|\tilde\psi\rangle+D|P|^2,
\]

where, with the subscript \(c\) meaning integration over the sphere,

\[
\begin{aligned}
q&=\langle\phi|\phi\rangle_c-\langle\tilde\phi|\tilde\phi\rangle_c,\\
D&=\langle\phi|T-1/r|\phi\rangle_c-\langle\tilde\phi|T+\tilde v|\tilde\phi\rangle_c .
\end{aligned}
\]

One-projector PAW uses these expressions for any smooth \(\tilde\psi\). Making the energy stationary at fixed norm gives

\[
\left(T+\tilde v+|p\rangle D\langle p|\right)\tilde\psi
=\varepsilon\left(1+|p\rangle q\langle p|\right)\tilde\psi .
\]

To see that \(\tilde\phi\) solves this with \(\varepsilon=E\), use \((T-1/r)\phi=E\phi\) in \(D\). The terms \(E\langle\phi|\phi\rangle_c\) cancel in the combination

\[
D-Eq=\langle\tilde\phi|E-T-\tilde v|\tilde\phi\rangle_c=\langle\tilde\phi|\chi\rangle .
\]

Therefore

\[
|p\rangle(D-Eq)\langle p|\tilde\phi\rangle
=\frac{\chi}{\langle\chi|\tilde\phi\rangle}\,\langle\tilde\phi|\chi\rangle
=\chi=(E-T-\tilde v)\tilde\phi ,
\]

and moving the terms with \(E\) to the right gives the PAW equation.

The norm condition also answers your question about rescaling. Since \(\phi\) and \(\tilde\phi\) agree outside the sphere,

\[
\langle\tilde\phi|\tilde\phi\rangle+q=\langle\phi|\phi\rangle=1 .
\]

The pseudo orbital is supposed to have norm \(1-q\). Rescaling it to one would spoil the match to the true orbital outside \(r_c\) and make \(P\) differ from one.

As a test, this eigenproblem was solved on a radial grid without supplying \(\tilde\phi\) as the solution. For \(r_c=1\) the lowest eigenvalue is \(-0.49998\) hartree, the projection is 0.9999 and the reconstructed contact density is 0.3183 bohr\(^{-3}\), in agreement with \(-1/2\), 1 and \(1/\pi\) within the numerical error.

### From contact density to splitting

For this part I use SI units. Let the electron's spin moment have component \(m\) along \(z\). Spread over the density, it is a magnetization \(\mathbf M=m\,n(r)\hat{\mathbf z}\), which acts as a current density

\[
\mathbf J=\nabla\times\mathbf M=m\,n'(r)\,\hat{\mathbf r}\times\hat{\mathbf z}.
\]

The real 1s orbital carries no orbital current. The Biot–Savart law at the origin, where the vector from source to field point is \(-\mathbf r\), gives

\[
\mathbf B(0)=\frac{\mu_0}{4\pi}\int\frac{\mathbf J\times(-\mathbf r)}{r^3}\,d^3r
=-\frac{\mu_0m}{4\pi}\int\frac{n'(r)}{r^2}
\left[\hat{\mathbf z}-\hat{\mathbf r}(\hat{\mathbf r}\cdot\hat{\mathbf z})\right]d^3r .
\]

The \(x\) and \(y\) components vanish on integrating over the azimuth. The \(z\) component of the bracket is \(1-\cos^2\theta=\sin^2\theta\), whose integral over all directions is \(8\pi/3\). The factor \(r^2\) in the volume element cancels \(1/r^2\), so

\[
B_z(0)=-\frac23\mu_0m\int_0^\infty n'(r)\,dr=\frac23\mu_0m\,n(0),
\]

because \(n\) vanishes at infinity. For a spherical density the radial shape has dropped out; only its value at the centre remains. A three-dimensional quadrature of the Biot–Savart integral confirms the factor \(2/3\) for both the true and the pseudo density. The formula is therefore sound in both cases, and the pseudo density fails because its \(n(0)\) is wrong.

With dimensionless spins, the moments are \(\boldsymbol\mu_e=-g_e\mu_B\mathbf S\) and \(\boldsymbol\mu_p=g_p\mu_N\mathbf I\), where \(g_e>0\). The energy \(-\boldsymbol\mu_p\cdot\mathbf B\) becomes

\[
H_{\rm hf}=A\,\mathbf S\cdot\mathbf I,\qquad
A=\frac23\mu_0g_e\mu_Bg_p\mu_N\,n(0).
\]

The minus sign of the electron moment cancels the minus sign of the energy, so \(A>0\). For total spin \(K\),

\[
\mathbf S\cdot\mathbf I=\tfrac12\left[K(K+1)-\tfrac34-\tfrac34\right],
\]

which is \(1/4\) for \(K=1\) and \(-3/4\) for \(K=0\). The triplet lies above the singlet, and the splitting is \(A\).

In atomic units \(\mu_0=4\pi\alpha^2\), \(\mu_B=\tfrac12\) and \(\mu_N=\tfrac12m_e/m_p\). Hence

\[
A=\frac{2\pi}{3}\alpha^2g_eg_p\frac{m_e}{m_p}\,n(0)
\;\xrightarrow{\;n(0)=1/\pi\;}\;
\frac23\alpha^2g_eg_p\frac{m_e}{m_p}.
\]

Numerically,

\[
A=\tfrac23(0.00729735)^2(2.002319)(5.585695)(5.44617\times10^{-4})
=2.1624\times10^{-7}\ \text{hartree}.
\]

Multiplying by \(6.579684\times10^9\) MHz per hartree gives \(A/h=1422.8\) MHz.

### Correction for the moving proton

The density \(1/\pi\) belongs to a fixed proton. When the proton can move, the relative motion has the reduced mass, in units of \(m_e\),

\[
\mu=\frac{1}{1+m_e/m_p}.
\]

The function \(e^{-\mu r}\) solves the corresponding equation:

\[
\left(-\frac1{2\mu}\nabla^2-\frac1r\right)e^{-\mu r}
=\left[-\frac1{2\mu}\left(\mu^2-\frac{2\mu}{r}\right)-\frac1r\right]e^{-\mu r}
=-\frac\mu2\,e^{-\mu r}.
\]

Its squared norm is \(4\pi\int_0^\infty r^2e^{-2\mu r}dr=\pi/\mu^3\), so the normalized contact density is \(\mu^3/\pi\). The orbital is slightly larger and its density at the proton slightly lower. The magnetons are properties of the particles' own moments and keep the free masses. The result is

\[
\frac Ah=0.998368\times1422.81\ \text{MHz}=1420.5\ \text{MHz}.
\]

The proton's motion lowers the splitting by about 2.3 MHz, and the result is consistent with the rough size you quote. Relativistic binding, QED effects beyond the free-electron \(g_e\), and the structure of the proton are left out. A correction of relative size \(\alpha^2\approx5\times10^{-5}\) amounts to about 0.08 MHz here, so even the first decimal is a value of this model and not a prediction of the measured splitting.

### What the pseudo density alone gives

Take \(r_c=1\) and the fixed proton. Then \(f=0.207554\), and the formulas above reduce to

\[
a=\tfrac74f=0.36322,\qquad b=-f=-0.20755,\qquad c=\tfrac14f=0.05189 .
\]

The pseudo contact density is \(a^2=0.13193\) bohr\(^{-3}\), against the true value 0.31831 bohr\(^{-3}\). The reconstruction has to supply the difference, 0.18638 bohr\(^{-3}\), which is more than half of the total. Since \(A\) is proportional to \(n(0)\),

\[
\left(\frac Ah\right)_{\rm pseudo}=0.41446\times1422.81\ \text{MHz}=589.7\ \text{MHz}.
\]

Rescaling does not rescue it. The missing norm is \(q=0.03164\), so forcing unit norm gives

\[
\frac{589.7\ \text{MHz}}{1-0.03164}=609.0\ \text{MHz}.
\]

About 3% of the norm is missing, but about 59% of the contact density. The volume element \(4\pi r^2dr\) gives the region near the nucleus little weight in the norm, whereas the contact interaction samples just that point.

Changing \(r_c\) shows the difference between the two procedures. The last column comes from the grid solution of the PAW equation:

| \(r_c\) (bohr) | \(F\) | Pseudo alone (MHz) | PAW on grid (MHz) |
|---:|---:|---:|---:|
| 0.5 | 0.664 | 945 | 1422.1 |
| 1.0 | 0.414 | 590 | 1422.6 |
| 1.5 | 0.245 | 349 | 1422.7 |

The pseudo value follows an arbitrary choice of radius, so it is not a physical prediction. The reconstructed values stay within about 0.05% of the analytic 1422.8 MHz. The derivation gives \(1/\pi\) for each of these radii, so the small remainder is an error of the numerical solution. The numerical output below lists the inputs and intermediate values.

### When one partial wave is not enough

The result \(1/\pi\) relied on \(\tilde\psi=\tilde\phi\), which holds for the atom used to build \(\phi\), \(\tilde\phi\) and \(p\). In another environment two things can change. If only the amplitude near the proton changes, then \(\tilde\psi=P\tilde\phi\) in the sphere and the contact density is \(|P|^2/\pi\), still correctly reconstructed. If the radial shape changes too, a single partial wave gives an approximation, and more partial waves are needed to describe the new shape. With several electrons, the magnetization is set by the spin density \(n_s\), spin-up minus spin-down, because paired spins contribute opposite magnetizations. The factor \(2/3\) was derived for a spherical density, so it gives the field of the spherical average of \(n_s\) about the nucleus, which is the contact (isotropic) part of the coupling. A non-spherical spin density can add a dipolar field that is not fixed by \(n_s(0)\); a \(2p_z\) electron, for example, has no density at the nucleus but still produces a field there. In the state with \(M_S=S\), each electron carries a moment of size \(g_e\mu_B/2\), so the contact energy is \(\tfrac23\mu_0g_e\mu_Bg_p\mu_N\,\tfrac12n_s(0)I_z\). Equating this to \(A\,S\,I_z\) shows that \(n(0)\) in \(A\) is replaced by \(n_s(0)/(2S)\). For the single electron here, the two densities are the same. In an atom with core electrons, \(n_s(0)\) also contains the spin polarization of the core s shells, which a frozen-core PAW reconstruction of the valence orbitals leaves out however many partial waves it uses; hydrogen has no core, so this does not arise here. The contact formula is also non-relativistic, which limits it to light nuclei.

## Table of computed values

```
Worked example, r_c = 1 bohr
phi(r_c)                       0.207554 bohr^-3/2
a = phi~(0)                    0.363219 bohr^-3/2
b                              -0.207554 bohr^-7/2
c                              0.051888 bohr^-11/2
phi(0)                         0.564190 bohr^-3/2
true contact density 1/pi      0.318310 bohr^-3
pseudo contact density         0.131928 bohr^-3
one-centre correction          0.186382 bohr^-3
fraction F                     0.41446
missing norm q                 0.031640
one-centre energy D            -0.162587 hartree
PAW eigenproblem on a grid, step 0.01 bohr
lowest eigenvalue              -0.49998 hartree
projection <p|psi~>            0.99988
reconstructed contact density  0.31827 bohr^-3
Field at nucleus / (mu0 m n(0)), Biot-Savart quadrature
true density                   0.66667
pseudo density                 0.66666
Constants
g_e (magnitude)                2.002319
g_p                            5.585695
fine-structure constant        0.00729735
m_e/m_p                        5.4461702e-04
1 hartree / h                  6.579684e+09 MHz
Hyperfine splitting
A, fixed nucleus               2.16243e-07 hartree
A/h, fixed nucleus             1422.81 MHz
reduced-mass factor            0.998368
A/h, with reduced mass         1420.49 MHz
pseudo density alone           589.70 MHz
pseudo, rescaled to norm 1     608.97 MHz
Fixed nucleus: r_c (bohr), F, pseudo A/h (MHz), grid PAW A/h (MHz)
0.5  0.6643  945.1  1422.1
1.0  0.4145  589.7  1422.6
1.5  0.2451  348.7  1422.7
```
